# Does ion range limit plasma damage depth in porous low-k films?: a numerical check

```python
# RESULT UNDER TEST: in a porous film with connected pores, neutral radicals
# remove methyl groups to a depth
#   x(theta) = d/sqrt(3 tau) * integral from -ln(theta) to u0 of
#              du / sqrt(g_r u^2 + 2 g_m (u - 1 + exp(-u))),
# which can greatly exceed the depth reached by ions.
# d: pore diameter; tau: tortuosity factor; theta: methyl fraction left;
# g_r, g_m: recombination and methyl-removal probabilities per wall hit
# (g_m for a fully methylated wall); u0: methyl-removal dose at the surface.
# Lengths are in nm, times in s, energies in eV unless stated otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

rng = np.random.default_rng(12345)

# ---------------- chosen model parameters ----------------
pore_d = 2.0
tau = 3.0
g_rec = 1.0e-3
g_met = 1.0e-3
methyl_density = 2.0            # methyl groups per nm^2 of pore wall
temperature = 300.0             # K
radical_density = 1.0e19        # m^-3, atomic oxygen at the pore mouths
pressure = 10.0                 # Pa, total gas pressure
collision_diameter = 0.3        # nm, gas molecules
exposure = 30.0
ion_energy = 200.0
ion_cutoff = 5.0
atom_density = 40.0             # film atoms per nm^3, pores included
cross_section = 0.025           # nm^2, hard-sphere ion-atom collisions

mass = 15.999 * const.atomic_mass
v_mean_si = np.sqrt(8 * const.k * temperature / (np.pi * mass))
v_mean = v_mean_si * 1e9
wall_flux = radical_density * 1e-27 * v_mean / 4
surface_rate = g_met * wall_flux / methyl_density
diffusion_pore = pore_d * v_mean / 3
diffusion_film = diffusion_pore / tau
gas_mfp = const.k * temperature / (
    np.sqrt(2) * np.pi * (collision_diameter * 1e-9) ** 2 * pressure)


def penetration_length(g):
    return pore_d / np.sqrt(3 * tau * g)


def damage_depth(theta, u0, gr=g_rec, gm=g_met):
    def integrand(log_u):
        u = np.exp(log_u)
        return u / np.sqrt(gr * u * u + 2 * gm * (u + np.expm1(-u)))
    value = quad(integrand, np.log(-np.log(theta)), np.log(u0), limit=200)[0]
    return pore_d / np.sqrt(3 * tau) * value


# ---------------- ion tracks: equal-mass hard spheres ----------------
ion_mfp = 1 / (atom_density * cross_section)
n_ions = 40000
energy = np.full(n_ions, ion_energy)
direction = np.ones(n_ions)     # cosine to the inward film normal
depth = np.zeros(n_ions)
deepest = np.zeros(n_ions)
path = np.zeros(n_ions)
active = np.arange(n_ions)
while active.size:
    step = rng.exponential(ion_mfp, active.size)
    path[active] += step
    depth[active] += step * direction[active]
    deepest[active] = np.maximum(deepest[active], depth[active])
    kept = rng.random(active.size)
    azimuth = 2 * np.pi * rng.random(active.size)
    mu = direction[active]
    mu_new = (mu * np.sqrt(kept)
              + np.sqrt(np.maximum(0, 1 - mu**2)) * np.sqrt(1 - kept)
              * np.cos(azimuth))
    direction[active] = np.clip(mu_new, -1, 1)
    energy[active] *= kept
    active = active[energy[active] > ion_cutoff]
ion_path_formula = ion_mfp * (1 + np.log(ion_energy / ion_cutoff))
ion_path_tracks = path.mean()
ion_depth_mean = deepest.mean()
ion_depth_99 = np.percentile(deepest, 99)
# statistical error of the mean path is below one percent
assert abs(ion_path_tracks / ion_path_formula - 1) < 0.03


# ---------------- ballistic flights in a cylindrical pore ----------------
def pore_flights(count):
    """Axial displacement and chord length after cosine-law emission."""
    sin_alpha = 2 * rng.random(count) - 1
    cos_alpha = np.sqrt(1 - sin_alpha**2)
    axial = np.sqrt(rng.random(count)) * np.cos(2 * np.pi * rng.random(count))
    chord = pore_d * cos_alpha / np.sqrt(1 - axial**2)
    return chord * axial, chord


sum_z2 = 0.0
sum_time = 0.0
speed_scale = np.sqrt(2 * const.k * temperature / mass) * 1e9
for batch in range(8):
    z, chord = pore_flights(500000)
    speed = speed_scale * np.sqrt(rng.gamma(2.0, 1.0, z.size))
    sum_z2 += np.sum(z**2)
    sum_time += np.sum(chord / speed)
diffusion_flights = sum_z2 / (2 * sum_time)
# rare long flights make the sampled mean square converge slowly
assert abs(diffusion_flights / diffusion_pore - 1) < 0.05

# ---------------- walk through randomly turning pores until loss ----------
n_walkers = 20000
final_z = np.zeros(n_walkers)
position = np.zeros(n_walkers)
pore_cos = rng.random(n_walkers)
finished = 0
total_hits = 0
while position.size:
    z, chord = pore_flights(position.size)
    position = position + z * pore_cos
    total_hits += position.size
    lost = rng.random(position.size) < g_rec
    n_lost = int(lost.sum())
    if n_lost:
        final_z[finished:finished + n_lost] = position[lost]
        finished += n_lost
        position = position[~lost]
        pore_cos = pore_cos[~lost]
    turn = rng.random(position.size) < 0.2
    pore_cos = np.where(turn, rng.random(position.size), pore_cos)
length_rec = penetration_length(g_rec)
length_walk = np.sqrt(np.mean(final_z**2) / 2)
fraction_beyond = np.mean(np.abs(final_z) > length_rec)
mean_hits = total_hits / n_walkers
# sampling error is about one percent; long flights add a similar deviation
assert abs(length_walk / length_rec - 1) < 0.05
assert abs(fraction_beyond - np.exp(-1)) < 0.03

# ---------------- time-dependent diffusion and methyl removal -------------
h = 0.5
grid = np.arange(0, 400 + h / 2, h)
n_inner = grid.size - 2
dt = 0.05
radicals = np.zeros(n_inner)    # relative to the density at the pore mouths
methyl = np.ones(n_inner)
bands = np.zeros((3, n_inner))
bands[0, 1:] = -diffusion_film / h**2
bands[2, :-1] = -diffusion_film / h**2
report_times = (10.0, 30.0, 60.0)
pde_depth = {}
for step_number in range(1, int(round(report_times[-1] / dt)) + 1):
    methyl_mid = methyl * np.exp(-surface_rate * radicals * dt / 2)
    loss = v_mean / pore_d * (g_rec + g_met * methyl_mid)
    bands[1] = 1 / dt + loss + 2 * diffusion_film / h**2
    rhs = radicals / dt
    rhs[0] += diffusion_film / h**2
    radicals = solve_banded((1, 1), bands, rhs)
    methyl = methyl * np.exp(-surface_rate * radicals * dt)
    now = step_number * dt
    for t_report in report_times:
        if abs(now - t_report) < dt / 4:
            profile = np.concatenate(
                ([np.exp(-surface_rate * now)], methyl, [1.0]))
            for theta in (0.1, 0.5, 0.9):
                pde_depth[t_report, theta] = np.interp(theta, profile, grid)
for (t_report, theta), numerical in pde_depth.items():
    formula = damage_depth(theta, surface_rate * t_report)
    # grid and time-step errors are well below this tolerance
    assert abs(numerical - formula) < 0.01 * formula + 0.1

# ---------------- growth limits and comparison with ions ------------------
large_dose = 1.0e4
root_law = pore_d * np.sqrt(2 * large_dose / (3 * tau * g_met))
root_ratio = damage_depth(0.5, large_dose, gr=0.0) / root_law
assert abs(root_ratio - 1) < 0.03
late_gain = damage_depth(0.5, 2 * large_dose) - damage_depth(0.5, large_dose)
doubling_law = length_rec * np.log(2)
assert abs(late_gain / doubling_law - 1) < 0.01

dose = surface_rate * exposure
half_depth = damage_depth(0.5, dose)
assert half_depth > 3 * ion_depth_99
strong_rec = 0.1
strong_depth = damage_depth(0.5, dose, gr=strong_rec)
assert strong_depth < half_depth / 3
settling_time = pore_d / (g_rec * v_mean)
assert settling_time < 1e-4 / surface_rate
assert gas_mfp * 1e9 > 1000 * pore_d

# ---------------- printed results ----------------
print(f"Pore diameter: {pore_d:.1f} nm; tortuosity factor: {tau:.1f}")
print(f"Recombination probability per hit: {g_rec:.4f}")
print(f"Methyl-removal probability per hit: {g_met:.4f}")
print(f"Methyl density on pore wall: {methyl_density:.1f} nm^-2")
print(f"Temperature: {temperature:.0f} K; pressure: {pressure:.0f} Pa")
print(f"Radical density at pore mouths: {radical_density:.1e} m^-3")
print(f"Gas collision diameter: {collision_diameter:.1f} nm")
print(f"Gas mean free path: {gas_mfp * 1e3:.2f} mm")
print(f"Ion energy: {ion_energy:.0f} eV; cutoff: {ion_cutoff:.0f} eV")
print(f"Film atom density: {atom_density:.0f} nm^-3")
print(f"Ion collision cross-section: {cross_section:.3f} nm^2")
print(f"Ion mean free path: {ion_mfp:.2f} nm")
print(f"Ion mean path, formula: {ion_path_formula:.2f} nm")
print(f"Ion mean path, tracks: {ion_path_tracks:.2f} nm")
print(f"Ion mean greatest depth: {ion_depth_mean:.2f} nm")
print(f"Depth not exceeded by 99% of ions: {ion_depth_99:.2f} nm")
print(f"Mean radical speed: {v_mean_si:.1f} m/s")
print(f"D along pore, formula: {diffusion_pore * 1e-18:.3e} m^2/s")
print(f"D along pore, flights: {diffusion_flights * 1e-18:.3e} m^2/s")
print(f"D along film normal: {diffusion_film * 1e-18:.3e} m^2/s")
print(f"Recombination length, formula: {length_rec:.2f} nm")
print(f"Recombination length, walk: {length_walk:.2f} nm")
print(f"Mean wall hits before recombination, walk: {mean_hits:.0f}")
print(f"Walk fraction beyond one length: {fraction_beyond:.3f}")
print(f"Exponential-law fraction: {np.exp(-1):.3f}")
print(f"Length in fresh film: {penetration_length(g_rec + g_met):.2f} nm")
print(f"Radical settling time: {settling_time * 1e6:.2f} microseconds")
print(f"Radical flux on wall at mouth: {wall_flux:.1f} nm^-2 s^-1")
print(f"Surface methyl-removal rate: {surface_rate:.4f} s^-1")
print(f"Exposure: {exposure:.0f} s; surface dose u0: {dose:.2f}")
for theta in (0.1, 0.5, 0.9):
    print(f"Depth at methyl fraction {theta:.1f}, integral: "
          f"{damage_depth(theta, dose):.2f} nm")
    print(f"Depth at methyl fraction {theta:.1f}, time solution: "
          f"{pde_depth[exposure, theta]:.2f} nm")
for t_report in (10.0, 60.0):
    print(f"Half-loss depth after {t_report:.0f} s, integral: "
          f"{damage_depth(0.5, surface_rate * t_report):.2f} nm")
    print(f"Half-loss depth after {t_report:.0f} s, time solution: "
          f"{pde_depth[t_report, 0.5]:.2f} nm")
print(f"Half-loss depth / 99% ion depth: {half_depth / ion_depth_99:.2f}")
print(f"Late gain per time doubling, integral: {late_gain:.2f} nm")
print(f"Late gain per time doubling, limit: {doubling_law:.2f} nm")
print(f"No recombination, u0 = {large_dose:.0f}, "
      f"depth / root law: {root_ratio:.4f}")
print(f"Strong recombination probability: {strong_rec:.1f}")
print(f"Its recombination length: {penetration_length(strong_rec):.2f} nm")
print(f"Its half-loss depth (rough): {strong_depth:.1f} nm")
print("OK")
```

It prints:

```
Pore diameter: 2.0 nm; tortuosity factor: 3.0
Recombination probability per hit: 0.0010
Methyl-removal probability per hit: 0.0010
Methyl density on pore wall: 2.0 nm^-2
Temperature: 300 K; pressure: 10 Pa
Radical density at pore mouths: 1.0e+19 m^-3
Gas collision diameter: 0.3 nm
Gas mean free path: 1.04 mm
Ion energy: 200 eV; cutoff: 5 eV
Film atom density: 40 nm^-3
Ion collision cross-section: 0.025 nm^2
Ion mean free path: 1.00 nm
Ion mean path, formula: 4.69 nm
Ion mean path, tracks: 4.68 nm
Ion mean greatest depth: 2.85 nm
Depth not exceeded by 99% of ions: 9.30 nm
Mean radical speed: 630.1 m/s
D along pore, formula: 4.201e-07 m^2/s
D along pore, flights: 4.136e-07 m^2/s
D along film normal: 1.400e-07 m^2/s
Recombination length, formula: 21.08 nm
Recombination length, walk: 21.19 nm
Mean wall hits before recombination, walk: 992
Walk fraction beyond one length: 0.356
Exponential-law fraction: 0.368
Length in fresh film: 14.91 nm
Radical settling time: 0.00 microseconds
Radical flux on wall at mouth: 1575.2 nm^-2 s^-1
Surface methyl-removal rate: 0.7876 s^-1
Exposure: 30 s; surface dose u0: 23.63
Depth at methyl fraction 0.1, integral: 43.91 nm
Depth at methyl fraction 0.1, time solution: 43.91 nm
Depth at methyl fraction 0.5, integral: 63.47 nm
Depth at methyl fraction 0.5, time solution: 63.47 nm
Depth at methyl fraction 0.9, integral: 92.24 nm
Depth at methyl fraction 0.9, time solution: 92.25 nm
Half-loss depth after 10 s, integral: 41.77 nm
Half-loss depth after 10 s, time solution: 41.78 nm
Half-loss depth after 60 s, integral: 77.67 nm
Half-loss depth after 60 s, time solution: 77.67 nm
Half-loss depth / 99% ion depth: 6.82
Late gain per time doubling, integral: 14.61 nm
Late gain per time doubling, limit: 14.61 nm
No recombination, u0 = 10000, depth / root law: 0.9988
Strong recombination probability: 0.1
Its recombination length: 2.11 nm
Its half-loss depth (rough): 7.4 nm
OK
```
